# A bound state split off a simple-cubic band by one site: a numerical check

```python
"""
Result under test: on a simple-cubic lattice with nearest-neighbour hopping
-t (band from -6t to 6t), one site raised by U binds a state above the band
if and only if U > U_c = 1/G(6t), about 3.96 t.

G(E)  : on-site Green function of the perfect lattice
delta : energy of the bound state above the band top, E - 6t
kappa : inverse decay length times the lattice constant
Inside the functions energies are in units of t and lengths in units of a.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import i0e, ive
from scipy.sparse import coo_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh


def green_onsite(delta, power=0):
    """power=0: G(6+delta); power=1: -dG/dE at the same energy."""
    def integrand(y):
        return 2*y**(1 + 2*power)*np.exp(-delta*y*y)*i0e(2*y*y)**3
    options = dict(epsabs=1e-11, epsrel=1e-10, limit=400)
    return (quad(integrand, 0, 3, **options)[0]
            + quad(integrand, 3, np.inf, **options)[0])


def green_between(delta, n):
    """Green function between two sites separated by the integer vector n."""
    def integrand(y):
        s = y*y
        return (2*y*np.exp(-delta*s)*ive(n[0], 2*s)
                * ive(n[1], 2*s)*ive(n[2], 2*s))
    value = quad(integrand, 0, np.sqrt(60/delta),
                 epsabs=0, epsrel=1e-9, limit=400)[0]
    return (-1)**sum(n)*value


def bound_delta(site_shift):
    return brentq(lambda d: site_shift*green_onsite(d) - 1,
                  1e-10, site_shift, xtol=1e-13)


def supercell(length, site_shift, neighbour_shift=0.0, defect_hop=1.0):
    """Periodic cell with the defect on site 0."""
    sites = np.arange(length**3).reshape(length, length, length)
    start = sites.ravel()
    rows, cols, values = [], [], []
    onsite = np.zeros(length**3)
    for axis in range(3):
        for step in (1, -1):
            end = np.roll(sites, step, axis).ravel()
            touches_defect = (start == 0) | (end == 0)
            rows.append(start)
            cols.append(end)
            values.append(np.where(touches_defect, -defect_hop, -1.0))
            onsite[end[0]] = neighbour_shift
    onsite[0] = site_shift
    hopping = coo_matrix((np.concatenate(values),
                          (np.concatenate(rows), np.concatenate(cols))),
                         shape=(length**3, length**3)).tocsr()
    return (hopping + diags(onsite)).tocsr()


def open_cluster(width, onsite):
    """Cube of (width-1)^3 sites with hard walls."""
    n = width - 1
    chain = diags([-np.ones(n - 1), -np.ones(n - 1)], [-1, 1])
    one = identity(n)
    h = (kron(kron(chain, one), one) + kron(kron(one, chain), one)
         + kron(kron(one, one), chain))
    return (h + diags(onsite.ravel())).tocsr()


def extreme_state(h, which="LA"):
    start = np.random.default_rng(1).normal(size=h.shape[0])
    energy, vector = eigsh(h, k=1, which=which, v0=start, ncv=40, tol=1e-11)
    return energy[0], vector[0, 0]**2


def zone_sum(n, second_hop):
    """Midpoint sum for G at the band top, q measured from the zone corner."""
    c = np.cos(2*np.pi*(np.arange(n) + 0.5)/n)
    x, y, z = c[:, None, None], c[None, :, None], c[None, None, :]
    depth = 2*(3 - x - y - z) - 4*second_hop*(3 - x*y - y*z - z*x)
    assert depth.min() > 0  # the corner really is the band top
    return np.mean(1/depth)


def zone_green(second_hop):
    """The leading 1/n error of the midpoint sum is removed."""
    return 2*zone_sum(96, second_hop) - zone_sum(48, second_hop)


def cluster_green(width):
    """G at E=6 on the central site of the open cluster, by its sine modes."""
    m = np.arange(1, width, 2)
    e = 2*np.cos(np.pi*m/width)
    depth = 6 - e[:, None, None] - e[None, :, None] - e[None, None, :]
    return (2/width)**3*np.sum(1/depth)


def shell_determinant(site_shift, delta, shift_ratio, defect_hop):
    """Defect site plus symmetric combination of its six neighbours."""
    energy = 6 + delta
    g = green_onsite(delta)
    g_site_shell = np.sqrt(6)*(1 - energy*g)/6
    g_shell = (energy**2*g - energy)/6
    green = np.array([[g, g_site_shell], [g_site_shell, g_shell]])
    mix = np.sqrt(6)*(1 - defect_hop)
    change = np.array([[site_shift, mix], [mix, shift_ratio*site_shift]])
    return np.linalg.det(np.eye(2) - change @ green)


# ---- threshold by three roads -------------------------------------------
g_edge = green_onsite(0.0)
u_c = 1/g_edge
g_zone = zone_green(0.0)
assert abs(g_zone - g_edge) < 2e-5
widths = (8, 16, 32, 64)
u_cluster = [1/cluster_green(w) for w in widths]
g_extrapolated = 2*cluster_green(64) - cluster_green(32)
assert abs(g_extrapolated - g_edge) < 2e-5
assert all(np.diff(u_cluster) < 0) and u_cluster[-1] > u_c
onsite = np.zeros((15, 15, 15))
onsite[7, 7, 7] = u_cluster[1]
assert abs(extreme_state(open_cluster(16, onsite))[0] - 6) < 1e-7
assert abs(u_c - 3.96) < 0.005

# ---- evaluation that can be repeated by hand ----------------------------
nodes = np.linspace(0, 2, 17)
node_values = 2*nodes*i0e(2*nodes**2)**3
head = simpson(node_values, x=nodes)
cut = 4.0
tail = (2*(4*np.pi)**-1.5/np.sqrt(cut)
        * (1 + 1/(16*cut) + 33/(2560*cut**2)))
tail_numeric = quad(lambda y: 2*y*i0e(2*y*y)**3, 2, np.inf)[0]
assert abs(tail - tail_numeric) < 1e-5
assert abs(head + tail - g_edge) < 5e-4

# ---- laws just above threshold ------------------------------------------
u_near = 1.002*u_c
delta_near = bound_delta(u_near)
kappa_near = 4*np.pi*(1/u_c - 1/u_near)
weight_near = 1/(u_near**2*green_onsite(delta_near, 1))
assert abs(delta_near/kappa_near**2 - 1) < 0.02
assert abs(weight_near/(8*np.pi*kappa_near/u_near**2) - 1) < 0.02

# ---- worked example ------------------------------------------------------
t_ev, a_nm, u_ev, u_sub_ev = 0.25, 0.40, 1.25, 0.625
u, u_sub = u_ev/t_ev, u_sub_ev/t_ev
delta = bound_delta(u)
slope = green_onsite(delta, 1)
weight = 1/(u**2*slope)
kappa = np.arccosh(1 + delta/2)
ratio = green_between(delta, (21, 0, 0))/green_between(delta, (20, 0, 0))
assert abs(ratio/(-np.exp(-kappa)*20/21) - 1) < 0.01
delta_leading = (4*np.pi*(1/u_c - 1/u))**2

# ---- supercells above and below threshold --------------------------------
lengths = (8, 12, 16)
above = [extreme_state(supercell(n, u)) for n in lengths]
below = [extreme_state(supercell(n, u_sub)) for n in lengths]
errors = [e - 6 - delta for e, _ in above]
assert abs(errors[0]) > abs(errors[1]) > abs(errors[2])
assert abs(errors[2]) < 1e-3 and abs(above[2][1] - weight) < 5e-3
image_sum = (6*green_between(delta, (12, 0, 0))
             + 12*green_between(delta, (12, 12, 0))
             + 8*green_between(delta, (12, 12, 12)))
image_error = image_sum/slope
assert abs(errors[1]/image_error - 1) < 0.03
for n, (energy, _) in zip(lengths, below):
    c = np.cos(2*np.pi*np.arange(n)/n)
    depth = (6 - 2*(c[:, None, None] + c[None, :, None]
                    + c[None, None, :])).ravel()
    regular = np.sum(1/depth[depth > 1e-9])/n**3
    predicted = 1/(1/u_sub - regular)
    assert energy > 6 and abs(n**3*(energy - 6)/predicted - 1) < 0.02
assert below[0][1] > below[1][1] > below[2][1]
mirror = extreme_state(supercell(8, -u), "SA")[0]
assert abs(mirror + above[0][0]) < 1e-8

# ---- changed surroundings of the defect ----------------------------------
assert abs(green_between(delta, (1, 0, 0))
           - (1 - (6 + delta)*green_onsite(delta))/6) < 1e-8
shell_level = brentq(lambda d: shell_determinant(6.0, d, 0.1, 0.9), 1e-8, 10)
direct_level = extreme_state(supercell(14, 6.0, 0.6, 0.9))[0] - 6
assert abs(shell_level - direct_level) < 1e-3
u_shift = brentq(lambda v: shell_determinant(v, 0.0, 0.1, 1.0), 2, 6)
u_bond = brentq(lambda v: shell_determinant(v, 0.0, 0.0, 0.9), 2, 6)
u_second_plus = 1/zone_green(0.05)
u_second_minus = 1/zone_green(-0.05)

# ---- two electrons with Hubbard repulsion, zero total momentum ------------
single = supercell(4, 0.0)
one = identity(64)
both = np.zeros(64**2)
both[np.arange(64)*65] = 16.0
pair_direct = extreme_state((kron(single, one) + kron(one, single)
                             + diags(both)).tocsr())[0]
c = np.cos(2*np.pi*np.arange(4)/4)
band = -2*(c[:, None, None] + c[None, :, None] + c[None, None, :])
pair_formula = brentq(lambda e: 16*np.mean(1/(e - 2*band)) - 1, 12 + 1e-6, 29)
assert abs(pair_direct - pair_formula) < 1e-7
u_pair = 1/(g_edge/2)

# ---- charged defect: Coulomb tail, no shift of the central site -----------
dielectric = 10.0
coulomb_ev = const.e/(4*np.pi*const.epsilon_0*dielectric*a_nm*1e-9)
tail_levels = []
for width in (24, 32):
    x = np.arange(1, width) - width//2
    r = np.sqrt(x[:, None, None]**2 + x[None, :, None]**2
                + x[None, None, :]**2)
    potential = np.where(r > 0, coulomb_ev/t_ev/np.maximum(r, 1), 0.0)
    tail_levels.append(extreme_state(open_cluster(width, potential))[0] - 6)
assert tail_levels[1] > 0 and abs(tail_levels[1] - tail_levels[0]) < 0.01
thermal_ev = const.k*300/const.e

# ---- output ----------------------------------------------------------------
print("THRESHOLD")
print(f"Watson integral W = {2*g_edge:.6f}")
print(f"t G(6t), Bessel integral = {g_edge:.6f}")
print(f"t G(6t), zone sum = {g_zone:.6f}")
print(f"t G(6t), open clusters extrapolated = {g_extrapolated:.6f}")
print(f"U_c = {u_c:.4f} t")
for w, value in zip(widths, u_cluster):
    print(f"open cluster of {w-1}^3 sites: threshold {value:.4f} t")
print("HAND EVALUATION: 2y[exp(-2y^2)I0(2y^2)]^3, y = 0 to 2, step 0.125")
for first in range(0, 17, 6):
    print(" ".join(f"{v:.5f}" for v in node_values[first:first + 6]))
print(f"Simpson part = {head:.5f}, tail = {tail:.5f}")
print(f"sum = {head+tail:.5f}, U_c from it = {1/(head+tail):.4f} t")
print("JUST ABOVE THRESHOLD, U = 1.002 U_c")
print(f"delta: solved {delta_near:.4e} t, law {kappa_near**2:.4e} t")
print(f"defect weight: solved {weight_near:.5f}, "
      f"law {8*np.pi*kappa_near/u_near**2:.5f}")
print("EXAMPLE")
print(f"t = {t_ev:.2f} eV, a = {a_nm:.2f} nm, U = {u_ev:.2f} eV = {u:.1f} t")
print(f"band top = {6*t_ev:.2f} eV, U_c = {u_c*t_ev:.4f} eV")
print(f"level above band top = {delta*t_ev:.5f} eV = {delta:.5f} t")
print(f"near-threshold law would give {delta_leading*t_ev:.5f} eV")
print(f"defect weight = {weight:.4f}")
print(f"kappa = {kappa:.4f}, decay length = {a_nm/kappa:.3f} nm")
print("SUPERCELLS, level above band top and defect weight")
for n, (e, w) in zip(lengths, above):
    print(f"U = {u_ev} eV, L = {n}: {(e-6)*t_ev*1e3:.4f} meV, {w:.5f}")
print(f"L = 12 error: direct {errors[1]*t_ev*1e3:.5f} meV, "
      f"images {image_error*t_ev*1e3:.5f} meV")
for n, (e, w) in zip(lengths, below):
    print(f"U = {u_sub_ev} eV, L = {n}: {(e-6)*t_ev*1e3:.4f} meV, "
          f"{w:.6f}, N*weight {w*n**3:.3f}")
print("NEGLECTED EFFECTS, threshold in t")
print(f"second-neighbour hopping +0.05 t: {u_second_plus:.3f}")
print(f"second-neighbour hopping -0.05 t: {u_second_minus:.3f}")
print(f"neighbour sites shifted by 0.1 U: {u_shift:.3f}")
print(f"defect bonds weakened by 10 %: {u_bond:.3f}")
print(f"two-electron Hubbard threshold, K = 0: {u_pair:.3f}")
print(f"thermal energy at 300 K = {thermal_ev:.5f} eV")
print(f"Coulomb tail, dielectric constant {dielectric:.0f}: "
      f"{coulomb_ev:.4f} eV at distance a")
print(f"level from the tail alone = {tail_levels[1]*t_ev:.5f} eV above top")
print("finished without a failed check")
```

It prints:

```
THRESHOLD
Watson integral W = 0.505462
t G(6t), Bessel integral = 0.252731
t G(6t), zone sum = 0.252732
t G(6t), open clusters extrapolated = 0.252734
U_c = 3.9568 t
open cluster of 7^3 sites: threshold 4.2534 t
open cluster of 15^3 sites: threshold 4.0982 t
open cluster of 31^3 sites: threshold 4.0261 t
open cluster of 63^3 sites: threshold 3.9911 t
HAND EVALUATION: 2y[exp(-2y^2)I0(2y^2)]^3, y = 0 to 2, step 0.125
0.00000 0.22779 0.34769 0.34219 0.26838 0.18652
0.12414 0.08362 0.05873 0.04335 0.03346 0.02675
0.02197 0.01841 0.01568 0.01353 0.01180
Simpson part = 0.23003, tail = 0.02282
sum = 0.25284, U_c from it = 3.9550 t
JUST ABOVE THRESHOLD, U = 1.002 U_c
delta: solved 4.0107e-05 t, law 4.0185e-05 t
defect weight: solved 0.01011, law 0.01014
EXAMPLE
t = 0.25 eV, a = 0.40 nm, U = 1.25 eV = 5.0 t
band top = 1.50 eV, U_c = 0.9892 eV
level above band top = 0.10020 eV = 0.40079 t
near-threshold law would give 0.10977 eV
defect weight = 0.6086
kappa = 0.6230, decay length = 0.642 nm
SUPERCELLS, level above band top and defect weight
U = 1.25 eV, L = 8: 102.0094 meV, 0.58713
U = 1.25 eV, L = 12: 100.2897 meV, 0.60682
U = 1.25 eV, L = 16: 100.2032 meV, 0.60844
L = 12 error: direct 0.09200 meV, images 0.09225 meV
U = 0.625 eV, L = 8: 2.7674 meV, 0.009980, N*weight 5.110
U = 0.625 eV, L = 12: 0.8687 meV, 0.003329, N*weight 5.753
U = 0.625 eV, L = 16: 0.3776 meV, 0.001493, N*weight 6.113
NEGLECTED EFFECTS, threshold in t
second-neighbour hopping +0.05 t: 3.354
second-neighbour hopping -0.05 t: 4.543
neighbour sites shifted by 0.1 U: 3.665
defect bonds weakened by 10 %: 4.345
two-electron Hubbard threshold, K = 0: 7.914
thermal energy at 300 K = 0.02585 eV
Coulomb tail, dielectric constant 10: 0.3600 eV at distance a
level from the tail alone = 0.09857 eV above top
finished without a failed check
```
